\section*{Why a Scissors Shift Requires Rescaled Velocities in Phase-Change Crystals}

\section{A wider gap and a missing response}

Take a model of a low-loss photonic phase-change crystal whose calculated optical gap, 0.90 eV, is too small. Add 0.30 eV to every conduction energy, keep the old velocity matrix elements, and evaluate the optical response. At 1550 nm, leaving out the local fields treated near the end, the refractive index comes out as 3.90. The same corrected Hamiltonian, treated consistently, gives 4.98. In a waveguide whose effective index changes by 0.10 per unit change of the crystal's index, with that coefficient held fixed, the difference over 10 $\mu$m is a phase of
\begin{equation}
2\pi(0.10)\frac{(4.984-3.896)(10\,\mu\mathrm m)}{1.55\,\mu\mathrm m}=4.41\ \mathrm{rad}.
\end{equation}

The fault is that velocity depends on the Hamiltonian. Changing the energies without changing the velocities describes two different Hamiltonians at once. Position does not depend on the Hamiltonian, and its matrix elements survive the correction unchanged.

\section{What the shift does to velocity}

Let $H$ be the field-free one-electron Hamiltonian of a clean insulator, with filled valence states $v$ and empty conduction states $c$. The scissors correction is
\begin{equation}
H'=H+\Delta Q,\qquad Q=\sum_c |c\rangle\langle c| .
\end{equation}
Since $Q|v\rangle=0$ and $Q|c\rangle=|c\rangle$, the eigenstates are unchanged. A transition energy $E=E_c-E_v$ becomes $E'=E+\Delta$. I take $Q$ to be built from the field-free states and not to readjust when light polarizes the crystal.

Velocity is the rate of change of position, so
\begin{equation}
v'=\frac{i}{\hbar}[H',x],\qquad
v'_{cv}=\frac{i}{\hbar}(E'_c-E'_v)x_{cv}=\frac{i}{\hbar}E'x_{cv}.
\end{equation}
The same relation before the shift is $v_{cv}=(i/\hbar)E\,x_{cv}$. Dividing the two, with the same $x_{cv}$ in both, gives
\begin{equation}
\boxed{\;v'_{cv}=\frac{E+\Delta}{E}\,v_{cv}\;}
\label{eq:rescale}
\end{equation}

The extra velocity comes from $[Q,x]$. In position space this commutator has the kernel $Q(x,x')(x'-x)$. It is nonzero because $Q$ connects different points: the correction can move an electron, and that motion counts as velocity. A constant added to all energies would commute with $x$ and leave the velocity alone.

In an infinite crystal $x$ is unbounded, so the argument needs Bloch states. Let $u_{ck},u_{vk}$ be the cell-periodic functions, $H_k$ their Hamiltonian, and $w_{cv}=\hbar v_{cv}=\langle u_c|\partial_kH_k|u_v\rangle$. The interband position element is $x_{cv}=i\langle u_c|\partial_k u_v\rangle$. Differentiating $H_ku_v=E_vu_v$ and projecting on $u_c$ gives
\begin{equation}
w_{cv}+E_c\langle u_c|\partial_ku_v\rangle=E_v\langle u_c|\partial_ku_v\rangle
\;\Rightarrow\;
\langle u_c|\partial_ku_v\rangle=-\frac{w_{cv}}{E}.
\end{equation}
Differentiating $Q_ku_v=0$ likewise gives
\begin{equation}
\langle u_c|\partial_kQ_k|u_v\rangle=-\langle u_c|\partial_ku_v\rangle=\frac{w_{cv}}{E}.
\end{equation}
Therefore $w'_{cv}=w_{cv}+\Delta\,w_{cv}/E$, which is Eq.~\eqref{eq:rescale} again. If the shift varies from state to state but keeps the eigenstates, the factor is the new transition energy divided by the old one.

\section{Dielectric response with fixed position}

One result of perturbation theory serves twice below. Let a perturbation $\lambda B\cos\omega t$ act on a filled state $v$, and write $W=\hbar\omega$. Relative to the phase of $v$, the first-order amplitude of $c$ obeys
\begin{equation}
i\hbar\dot a_c=E'a_c+\lambda B_{cv}\cos\omega t .
\end{equation}
Trying $a_c=a_+e^{-i\omega t}+a_-e^{i\omega t}$ gives $a_\pm=-\lambda B_{cv}/[2(E'\mp W)]$. The induced expectation value is $2\,\mathrm{Re}\sum_c B_{cv}^*a_c$, hence
\begin{equation}
\delta\langle B\rangle=-\lambda\cos\omega t\sum_c\frac{2E'|B_{cv}|^2}{E'^2-W^2}.
\label{eq:lemma}
\end{equation}

An electron of charge $-e$ in a field $\mathcal E\cos\omega t$ has the perturbation $e\mathcal Ex\cos\omega t$ and the dipole $-ex$. Setting $B=x$ and $\lambda=e\mathcal E$ gives its polarizability. With $n$ electrons per volume in one filled spin-degenerate band, and angle brackets for the average over the Brillouin zone, the relative permittivity is
\begin{equation}
\varepsilon(W)=1+K\left\langle\sum_c\frac{2E'|x_{cv}|^2}{E'^2-W^2}\right\rangle,
\qquad K=\frac{ne^2}{\varepsilon_0}.
\label{eq:eps}
\end{equation}
Here electrons respond independently to a long-wave field. Fields varying within a cell are added later.

Keeping the old velocity amounts to using $w_{cv}/E'$ in place of $w_{cv}/E$ as the position element. Every term of Eq.~\eqref{eq:eps} is then multiplied by
\begin{equation}
\left(\frac{E}{E+\Delta}\right)^2 .
\label{eq:loss}
\end{equation}
This is the spurious loss. Fixed position elements do not prevent every loss: at $W=0$ the terms of Eq.~\eqref{eq:eps} still fall from $2|x_{cv}|^2/E$ to $2|x_{cv}|^2/(E+\Delta)$. That fall is genuine, because a larger gap makes the electrons harder to polarize.

A finite system allows a direct test. Six periods of the chain described below, with twelve electrons between hard walls, were placed in an explicit static field. The curvature of the energy of $H'$ with field gives a polarizability, divided by $e^2$, of 0.444 nm$^2$/eV. The fixed-position sum gives the same value; old velocities give 0.281 nm$^2$/eV. These values come from a grid of spacing 0.05 nm; a converged basis raises them by about 1\%.

\section{A chain that can be solved}

A periodic potential along a chain can open a small gap. A simple model is a set of parallel chains with potential $2V\cos(2\pi x/a)$, two electrons per period $a$, and area $A$ per chain. Then $n=2/(aA)$.

Near the zone edge put $k=\pi/a+\kappa$. The potential couples the plane waves $k$ and $k-2\pi/a$ with strength $V$. Their kinetic energies are $(\hbar^2/2m)(\pi/a\pm\kappa)^2$. Apart from a common term, which cannot alter the eigenvectors,
\begin{equation}
H_\kappa=\begin{pmatrix}s\kappa&V\\V&-s\kappa\end{pmatrix},
\qquad s=\frac{\pi\hbar^2}{ma},
\qquad E=2\sqrt{s^2\kappa^2+V^2}.
\end{equation}
The eigenvectors rotate by half the angle $\phi$ defined by $\cot\phi=s\kappa/V$. So $|x_{cv}|=|d\phi/d\kappa|/2$, or
\begin{equation}
|x_{cv}|=\frac{sV}{2(s^2\kappa^2+V^2)} .
\end{equation}
This falls fast enough to extend the $\kappa$ integral to infinity. With $s\kappa=V\tan\theta$,
\begin{equation}
E=\frac{2V}{\cos\theta},\qquad |x_{cv}|^2d\kappa=\frac{s}{4V}\cos^2\theta\,d\theta,
\qquad -\frac{\pi}{2}<\theta<\frac{\pi}{2}.
\end{equation}

Before the shift, the static susceptibility $\chi=\varepsilon-1$ follows from Eq.~\eqref{eq:eps}:
\begin{equation}
\chi_0=K\frac{a}{2\pi}\frac{s}{4V^2}\int\cos^3\theta\,d\theta
=\frac{Kas}{6\pi V^2},
\end{equation}
because the integral is $4/3$. Let $\delta=\Delta/2V$ be the shift relative to the gap. Fixed position ($F$) and old velocity ($N$) give
\begin{align}
\frac{\chi_F}{\chi_0}&=\frac34\int\frac{\cos^3\theta\,d\theta}{1+\delta\cos\theta},&
\frac{\chi_N}{\chi_0}&=\frac34\int\frac{\cos^3\theta\,d\theta}{(1+\delta\cos\theta)^3}.
\end{align}
For a small shift, use $\int\cos^4\theta\,d\theta=3\pi/8$:
\begin{equation}
\frac{\chi_F}{\chi_0}\simeq1-\frac{9\pi}{32}\delta,\qquad
\frac{\chi_N}{\chi_0}\simeq1-3\,\frac{9\pi}{32}\delta .
\end{equation}
To first order in this two-band model, one third of the apparent loss is genuine and two thirds are spurious. In the opposite limit, $\delta\gg1$, the integrals tend to $\pi/(2\delta)$ and $\pi/\delta^3$, so $\chi_N/\chi_F\to2/\delta^2$. The error then removes nearly all the response.

\section{Numbers for the chain}

The parameters are $a=0.6$ nm, $A=0.20$ nm$^2$, $V=0.45$ eV and $\Delta=0.30$ eV. With $\hbar^2/m=0.0762$ eV nm$^2$, they give $s=0.399$ eV nm. The density is $n=2/(0.6\times0.20)=16.7$ nm$^{-3}$, and $e^2/\varepsilon_0=18.1$ eV nm makes $K=302$ eV/nm$^2$. The two-band formula yields
\begin{equation}
\chi_0\simeq\frac{302(0.6)(0.399)}{6\pi(0.45)^2}=18.9 .
\end{equation}
A calculation with seventeen plane waves gives 19.1, so for this quantity the two-band formula is accurate to about 1\%. Unless another method is named, the chain's optical results below come from this larger calculation.

The static permittivity is 20.1 before the shift, 15.8 with fixed position and 9.9 with old velocities. The genuine loss of susceptibility is $1-14.8/19.1=23\%$. Old velocities remove a further $1-8.9/14.8=40\%$ of the correct value. The shift is a third of the gap, too large for the first-order formulas, so the losses are not in the ratio one to two.

The 40\% can be understood from Eq.~\eqref{eq:loss}. The factor is smallest at the gap, where it equals $(0.897/1.197)^2=0.56$, and rises towards one at high energy. The surviving fraction must lie between these limits. It is 0.60, close to the lower one, because the static weight $\cos^3\theta/(1+\delta\cos\theta)$ is concentrated near the zone edge.

At 1550 nm the photon energy is 0.80 eV, below both gaps. The index is 7.95 before the shift, since the photon lies only 0.10 eV below the uncorrected gap and the denominators in Eq.~\eqref{eq:eps} are small. It is 4.98 with fixed position and 3.90 with old velocities.

\section{What the absorption spectrum must keep}

Give $W$ a vanishing positive imaginary part. The absorptive part of Eq.~\eqref{eq:eps} is, for $W>0$,
\begin{equation}
\varepsilon_2(W)=\pi K\left\langle\sum_c|x_{cv}|^2\,\delta_{\mathrm D}(W-E-\Delta)\right\rangle ,
\end{equation}
with $\delta_{\mathrm D}$ the Dirac function. The uncorrected spectrum moves rigidly up by $\Delta$. Old velocities also multiply it by $[(W-\Delta)/W]^2$. The area under the correct spectrum,
\begin{equation}
\int_0^\infty\varepsilon_2\,dW=\pi K g,\qquad g=\left\langle\sum_c|x_{cv}|^2\right\rangle,
\label{eq:area}
\end{equation}
does not contain $\Delta$.

There is a physical reason for this. Completeness of the states at $k$ gives
\begin{equation}
1-|\langle u_{vk}|u_{v,k+q}\rangle|^2
=\sum_c|\langle u_{ck}|u_{v,k+q}\rangle|^2
\simeq q^2\sum_c|x_{cv}|^2 .
\end{equation}
The left side involves filled states alone. Thus $g$ measures position fluctuations in the ground state, which the scissors shift leaves untouched. For electrons that respond independently, losing spectral area would mean that the ground state had changed. Local fields, added below, alter the area and make it depend weakly on $\Delta$.

In the two-band chain, $g=(a/2\pi)(s/4V)(\pi/2)=as/(16V)=0.033$ nm$^2$. Overlaps of neighbouring valence states in the full calculation give 0.0335 nm$^2$, and hence an area of 31.8 eV. As a test, the corrected spectrum was broadened by 0.03 eV and integrated to 40 eV, which gives 31.3 eV. With old velocities the unbroadened area is only 19.4 eV.

\section{An insulator that behaves like a metal}

The error takes a second form when light enters through a vector potential $\mathcal A$. The crystal momentum becomes $k+e\mathcal A/\hbar$, in $Q_k$ as well as in $H_k$. Expanding $H'$ and using $j=-\partial H'/\partial\mathcal A$ for the current of one electron,
\begin{equation}
j=-\frac e\hbar\,\partial_kH'_k-\frac{e^2\mathcal A}{\hbar^2}\,\partial_k^2H'_k .
\end{equation}
The first term responds through Eq.~\eqref{eq:lemma} with $B=\partial_kH'_k$ and $\lambda=e\mathcal A/\hbar$. For time dependence $e^{-i\omega t}$, $\mathcal E=i\omega\mathcal A$ and $j=-i\omega p$, where $p$ is the dipole. Eliminating $\mathcal A$ and $j$ gives
\begin{equation}
\varepsilon=1-\frac{K}{W^2}\left\langle D'-\sum_c\frac{2E'|w'_{cv}|^2}{E'^2-W^2}\right\rangle,
\quad D'=\langle u_v|\partial_k^2H'_k|u_v\rangle .
\label{eq:vg}
\end{equation}
The factor $1/W^2$ threatens a divergence at low frequency. Second-order perturbation theory in $k$ removes it:
\begin{equation}
\partial_k^2E_v=D'-\sum_c\frac{2|w'_{cv}|^2}{E'} .
\label{eq:mass}
\end{equation}
The zone average of the left side vanishes because $E_v$ is periodic. Now use
\begin{equation}
\frac{E'}{E'^2-W^2}=\frac1{E'}+\frac{W^2}{E'(E'^2-W^2)} .
\end{equation}
The $1/E'$ part cancels $D'$, and $|w'_{cv}|^2=E'^2|x_{cv}|^2$ turns the rest into Eq.~\eqref{eq:eps}. Evaluated numerically at 0.80 eV, Eqs.~\eqref{eq:vg} and \eqref{eq:eps} both give 24.84.

Before the shift $D=\hbar^2/m$, and Eq.~\eqref{eq:mass} becomes the f-sum rule $\langle\sum_c2|w_{cv}|^2/E\rangle=\hbar^2/m$. If the old $D$ and $w$ are combined with the new energies, the sum is too small and the cancellation fails. The chain keeps 79\% of the bare-electron f-sum. The missing 21\% appears as a false free-electron term with a plasma energy of 2.18 eV:
\begin{equation}
\varepsilon=15.18-\left(\frac{2.176}{0.7999}\right)^2=7.78 .
\end{equation}
As $W\to0$ this expression tends to $-\infty$, so a filled-band insulator imitates a metal.

Fixed position elements do not restore the bare f-sum. They give
\begin{equation}
\left\langle\sum_c2E'|x_{cv}|^2\right\rangle=\frac{\hbar^2}{m}+2\Delta g ,
\end{equation}
which is 1.26 times the bare value here. This is consistent with $H'$, whose nonlocal part adds to $D'$. It also marks a limit of the correction. At photon energies far above the main transitions, Eq.~\eqref{eq:eps} tends to $1-K/W^2$ times this sum, so the response is 1.26 times that of free electrons, which it should approach.

\section{Local fields and a misleading agreement}

Polarized electrons also create fields that vary within each cell. Let $G$ be a reciprocal-lattice vector. A potential wave $e^{i(q+G)x}$ acts through the density element $\langle u_{c,k+q}|e^{iGx}|u_{vk}\rangle$, which contains no velocity. For $G=0$ and small $q$ it equals $q\langle\partial_ku_c|u_v\rangle=iq\,x_{cv}$, so the density response also selects fixed position elements. Evaluated at small finite $q$, this route again gives 24.84 for the permittivity without local fields.

The amplitudes behind Eq.~\eqref{eq:lemma} also give the response of one density wave to another: $|B_{cv}|^2$ becomes a product of two density elements, once time-reversal symmetry has combined the contributions of $k$ and $-k$. Poisson's equation turns the induced charge into a potential and supplies a factor $1/(q+G)^2$. Rescaling each wave by $|q+G|$ splits this factor into $1/|q+G|$ for the row and $1/|q+G'|$ for the column, and leaves the diagonal elements of the inverse matrix unchanged. As $q\to0$ the result is
\begin{equation}
\varepsilon_{GG'}=\delta_{GG'}+K\left\langle\sum_c\frac{2E'M_G^*M_{G'}}{E'^2-W^2}\right\rangle,
\end{equation}
with $M_0=ix_{cv}$ and $M_G=\langle u_c|e^{iGx}|u_v\rangle/|G|$ otherwise. Charge is taken as uniform across each chain's area. An applied long-wave field has no $G\ne0$ part, so the measured permittivity is $1/(\varepsilon^{-1})_{00}$.

Local fields lower the index from 4.98 to 4.01 with fixed position, and from 3.90 to 3.12 with old velocities. The spurious reduction is 22\% of the correct index in both cases. With local fields included, the phase error in the opening example is 3.6 rad instead of 4.41 rad. The value 3.90, from old velocities without local fields, happens to lie near 4.01. Two faults, a wrong velocity and an omitted field, nearly compensate. Agreement of one index with a target therefore does not justify the old velocities; the spectral area without local fields exposes them, as does the low-frequency limit of Eq.~\eqref{eq:vg} when the bare $D$ is kept.

\section{The chain beside a real material}

The chain's corrected gap of 1.20 eV and its index of 4.01 with local fields are close to those of crystalline Sb$_2$Se$_3$, about 1.2 eV and 4. Its period and electron density are not matched to that material, which is three-dimensional and anisotropic, so the chain is not a computation of it. Of the neglected effects whose influence on the optical response is estimated here, local fields matter most, lowering the index by about 1. Heating by 100 K, with an assumed gap slope of $-0.5$ meV/K and fixed position elements, raises the index without local fields from 4.98 to 5.21. An extra shift of 0.1 eV per eV above the conduction edge lowers it to 4.96. The free response of an assumed $10^{18}$ electron--hole pairs per cm$^3$, set by the chain's reduced mass of 0.106 electron masses, changes the permittivity by $-0.02$. The same pairs also block interband transitions at the band edges, which lowers the permittivity by about as much again. An isotropic hydrogen-like estimate, using the static permittivity of 15.8 without local fields, puts the exciton binding at about 6 meV, or 11 meV with the static permittivity of 11.3 that includes local fields. It assumes the same reduced mass in every direction; an electron and hole confined to a single chain, with their charge spread over its area, would bind by about 0.1 eV if 15.8 screened equally in all directions. That value describes fields along the chains only, whereas the long-range attraction along a chain is screened by the transverse permittivity, which this model does not supply. A transverse value of 5 would raise the binding to about 0.36 eV, and with no transverse screening the estimate exceeds the gap and fails. None of these figures measures how electron--hole attraction redistributes absorption above the gap.

The rescaling rule depends on unchanged eigenstates. If a better theory mixes valence and conduction states, $x_{cv}$ changes and must be recalculated. If the correction itself responds to the light, a further term enters the response. Neither effect can be repaired by a ratio of energies. Within the scissors model that ratio is fixed, because the velocity must belong to the same Hamiltonian as the gap.

\section*{Numbers as computed}
\begin{verbatim}
period a: 0.6 nm
area per chain: 0.2 nm^2
potential coefficient V1: 0.45 eV
scissors shift: 0.3 eV
wavelength: 1550 nm
photon energy: 0.7999 eV
gap before shift: 0.8974 eV
gap after shift: 1.197 eV
edge velocity rescaling factor: 1.334
edge strength kept by old velocity: 0.5617
finite chain polarizability/e^2, explicit field: 0.44429 nm^2/eV
finite chain, fixed position formula: 0.44429 nm^2/eV
finite chain, old velocity formula: 0.28073 nm^2/eV
static permittivity before shift: 20.14
static permittivity, fixed position: 15.8
static permittivity, old velocity: 9.883
genuine loss of static susceptibility: 22.7 %
further spurious loss, relative to fixed position: 40 %
permittivity at photon energy, fixed position: 24.842
same from corrected velocity gauge: 24.842
same from small-q density response: 24.842
permittivity at photon energy, old velocity: 15.18
index at photon energy before shift: 7.954
index at photon energy, fixed position: 4.984
index at photon energy, old velocity: 3.896
mean squared position fluctuation: 0.03354 nm^2
spectral area from fluctuation: 31.78 eV
spectral area from broadened spectrum: 31.33 eV
spectral area, old velocity: 19.4 eV
f-sum/bare value before shift: 1
f-sum/bare value, fixed position: 1.264
f-sum/bare value, old velocity: 0.7939
false Drude plasma energy: 2.176 eV
permittivity, old velocity with bare diamagnetic term: 7.776
waveguide confinement factor: 0.1
device length: 10 um
phase error from old velocity: 4.41 rad
index with local fields, fixed position: 4.013
index with local fields, old velocity: 3.121
non-uniform part of shift per eV of band energy: 0.1 eV/eV
index with non-uniform shift: 4.962
reduced mass along chain / electron mass: 0.106
exciton binding, isotropic estimate: 5.8 meV
assumed carrier density: 1e+18 cm^-3
free-carrier change of permittivity: -0.02
assumed heating: 100 K
assumed gap slope: -0.5 meV/K
index after heating: 5.215
\end{verbatim}
